\section*{Peak temperature of a Joule-heated metallic bridge}

\section*{Problem}

A narrow metallic bridge joins two large metal pads. The pads hold both ends of the bridge at $T_0=300$~K while a current flows, and the voltage across the bridge itself, without contacts or leads, is $V=10$~mV. No heat leaves through the sides. The bridge is in a steady state.

Take $x$ along the bridge, from $x=0$ to $x=\ell$. The current $I>0$ flows towards $+x$, and $Q(x)$ is the heat flow towards $+x$. The potential $\phi$ is the one a voltmeter reads: the electrochemical potential of the electrons, whose charge is $-e$, is $\tilde\mu=-e\phi$. It falls from $\phi=V$ at $x=0$ to $\phi=0$ at $x=\ell$. The cross-section $A(x)$ varies slowly enough for $\phi$ and the temperature $T$ to depend on $x$ alone. The metal is the same throughout.

\begin{enumerate}
\item[(a)] Derive the Wiedemann--Franz law $\kappa=L\sigma T$ between the thermal conductivity $\kappa$ and the electrical conductivity $\sigma$, and find $L$, for electrons that scatter elastically.
\item[(b)] Find $T$ as a function of $\phi$, and from it the peak temperature.
\item[(c)] Show that the peak rise is near 1.7~K. Examine the limits of small and large voltage.
\item[(d)] Where along the bridge is the peak, and how much heat leaves through each end? Apply the answers to a uniform bridge with $\ell=1~\mu$m, $A=10^4$~nm$^2$ and resistivity $\rho=\rho_0[1+\alpha(T-T_0)]$, where $\rho_0=50$~n$\Omega\,$m and $\alpha=0.004$~K$^{-1}$. Then let the cross-section double linearly from $x=0$ to $x=\ell$.
\item[(e)] How does the rise change if the lattice also conducts heat, or if the sides leak?
\end{enumerate}

\section*{Solution}

\subsection*{(a) The Wiedemann--Franz law}

Elastic scattering keeps each electron at its total energy $\varepsilon$, so the electrons at each energy diffuse independently. Let $g(\varepsilon)$ be their density of states per volume and $D(\varepsilon)$ their diffusion coefficient. The number flux per unit energy is
\begin{equation}
n(\varepsilon)=-D\,g\,\nabla f ,\qquad f=\frac{1}{e^{u}+1},\qquad u=\frac{\varepsilon-\tilde\mu}{k_BT}.
\end{equation}
The use of a Fermi function with a local $T$ assumes that electrons exchange energy over distances much shorter than the bridge. The law also needs the collisions that limit the current to be nearly elastic. Both conditions can hold together if many such collisions occur before an electron's energy relaxes.

At fixed $\varepsilon$ both $\tilde\mu$ and $T$ vary in space, which gives
\begin{equation}
\nabla f=\left(-\frac{df}{du}\right)\left[\frac{\nabla\tilde\mu}{k_BT}+\frac{u\,\nabla T}{T}\right].
\end{equation}
Write $\sigma=e^2Dg$ and take it as constant over the few $k_BT$ around $\tilde\mu$ where $-df/du$ is appreciable. The band edges lie far outside this window, so the integrals over $u$ may run from $-\infty$ to $\infty$. With $d\varepsilon=k_BT\,du$, the electric current density is
\begin{equation}
j=-e\int n\,d\varepsilon
=\frac{\sigma}{e}\int_{-\infty}^{\infty}\left(-\frac{df}{du}\right)\left[\nabla\tilde\mu+k_Bu\,\nabla T\right]du
=\frac{\sigma}{e}\nabla\tilde\mu=-\sigma\nabla\phi .
\end{equation}
Here $\int(-df/du)\,du=1$, and the term in $\nabla T$ vanishes because $-df/du$ is even in $u$. Thus $\sigma$ is the electrical conductivity, and thermoelectric effects are absent at this level of approximation.

Each electron carries the heat $\varepsilon-\tilde\mu=k_BTu$. The heat current density is therefore
\begin{equation}
q=\int k_BTu\,n\,d\varepsilon
=-\frac{\sigma k_BT}{e^2}\int_{-\infty}^{\infty}u\left(-\frac{df}{du}\right)\left[\nabla\tilde\mu+k_Bu\,\nabla T\right]du .
\end{equation}
Now the term in $\nabla\tilde\mu$ is odd and vanishes. What remains has the form $q=-\kappa\nabla T$ with
\begin{equation}
\kappa=L\sigma T,\qquad
L=\left(\frac{k_B}{e}\right)^2\int_{-\infty}^{\infty}u^2\left(-\frac{df}{du}\right)du .
\end{equation}
The integrand is even. Integration by parts, with a boundary term $-u^2f$ that vanishes at $0$ and $\infty$, gives
\begin{align}
\int_{-\infty}^{\infty}u^2\left(-\frac{df}{du}\right)du
&=4\int_0^\infty\frac{u\,du}{e^u+1}
=4\sum_{m=1}^{\infty}(-1)^{m+1}\int_0^\infty u\,e^{-mu}\,du\nonumber\\
&=4\sum_{m=1}^{\infty}\frac{(-1)^{m+1}}{m^2}.
\end{align}
The alternating sum is the full sum $\sum 1/m^2=\pi^2/6$ minus twice its even terms. The even terms add up to $\frac14\cdot\pi^2/6$, so the alternating sum is $\frac12\cdot\pi^2/6=\pi^2/12$. Hence
\begin{equation}
L=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2 .
\end{equation}
With $k_B/e=86.173~\mu$V/K this is $L=2.443\times10^{-8}$~V$^2$/K$^2$.

\subsection*{(b) Temperature as a function of potential}

Integrated over the cross-section, the two transport laws read
\begin{equation}
I=-\sigma A\frac{d\phi}{dx},\qquad Q=-\kappa A\frac{dT}{dx}.
\label{eq:laws}
\end{equation}
Charge conservation makes $I$ independent of $x$. A slice between $x$ and $x+dx$ receives the electrical power $I[\phi(x)-\phi(x+dx)]=-I\,d\phi$. Since the sides are insulated and nothing accumulates, this power must leave as an increase of the heat flow:
\begin{equation}
\frac{dQ}{dx}=-I\frac{d\phi}{dx}
\quad\Longrightarrow\quad
Q+I\phi=I\phi_m .
\label{eq:energy}
\end{equation}
The constant has been written as $I\phi_m$, so that $\phi_m$ is the potential at which $Q=0$. Its value will follow from the end temperatures.

Because $I$, $\sigma$ and $A$ are positive, $\phi$ falls steadily along the bridge and can replace $x$ as the coordinate. Dividing the two laws in (\ref{eq:laws}) gives
\begin{equation}
\frac{Q}{I}=\frac{\kappa}{\sigma}\,\frac{dT/dx}{d\phi/dx}=LT\frac{dT}{d\phi}.
\end{equation}
Equation (\ref{eq:energy}) gives $Q/I=\phi_m-\phi$, and therefore
\begin{equation}
LT\frac{dT}{d\phi}=\frac{d}{d\phi}\left(\frac{LT^2}{2}\right)=\phi_m-\phi .
\end{equation}
The cross-section has cancelled, and so has the conductivity with whatever temperature dependence it has. Integration from the end $\phi=0$, where $T=T_0$, yields
\begin{equation}
\frac{L}{2}\left(T^2-T_0^2\right)=\phi_m\phi-\frac{\phi^2}{2}.
\end{equation}
At the other end $\phi=V$ and again $T=T_0$, so $0=\phi_mV-V^2/2$ and $\phi_m=V/2$. Multiplying by $2/L$,
\begin{equation}
T^2=T_0^2+\frac{\phi(V-\phi)}{L}
=T_0^2+\frac{1}{L}\left[\frac{V^2}{4}-\left(\phi-\frac V2\right)^2\right].
\label{eq:profile}
\end{equation}
The completed square shows a single maximum at $\phi=V/2$:
\begin{equation}
T_{\max}=\sqrt{T_0^2+\frac{V^2}{4L}} .
\label{eq:peak}
\end{equation}

At a fixed voltage, a better conductor produces more Joule heat. By the Wiedemann--Franz law it also removes heat better, in the same proportion. This is why the resistivity is missing from (\ref{eq:peak}). It returns if the current is prescribed instead, since then $V=IR$ with $R$ the resistance under load.

\subsection*{(c) The number, and two limits}

For $V=10$~mV,
\begin{equation}
\frac{V^2}{4L}=\frac{(1.0\times10^{-2}~\mathrm{V})^2}{4\times2.443\times10^{-8}~\mathrm{V^2/K^2}}=1023~\mathrm{K^2}.
\end{equation}
The rise $\Delta T=T_{\max}-T_0$ is a small difference of large numbers. It is better found from $T_{\max}^2-T_0^2=\Delta T\,(T_{\max}+T_0)$:
\begin{equation}
\Delta T=\frac{V^2/(4L)}{T_{\max}+T_0}=\frac{1023~\mathrm{K^2}}{(301.7+300.0)~\mathrm{K}}=1.70~\mathrm{K}.
\end{equation}
This is the rise of about 1.7~K that was to be shown. At one quarter of the potential, (\ref{eq:profile}) gives a rise of 1.28~K, three quarters of the peak value to this accuracy.

If $\Delta T\ll T_0$, the sum $T_{\max}+T_0=2T_0+\Delta T$ may be replaced by $2T_0$:
\begin{equation}
\Delta T\simeq\frac{V^2}{8LT_0}.
\label{eq:small}
\end{equation}
The denominator has been made too small, so this estimate lies above the full result, by the fraction $\Delta T/(2T_0)$. Here it gives 1.706~K against 1.701~K. Doubling a small voltage thus makes the rise nearly four times as large.

In the opposite limit, $V\gg2\sqrt L\,T_0$, the end temperature drops out and $T_{\max}\simeq V/(2\sqrt L)$, which is linear in $V$. The voltage $2\sqrt L\,T_0$ that separates the two regimes is about 94~mV for ends at 300~K. The large-voltage limit is then mostly a formal one: at 0.5~V, (\ref{eq:peak}) already gives about 1630~K, above the melting points of copper and gold. At 100~mV neither limit is accurate: (\ref{eq:peak}) gives a rise of 138.6~K, while (\ref{eq:small}) gives 170.6~K. The estimate (\ref{eq:small}) keeps the ratio $\kappa/\sigma=LT$ at its end value $LT_0$. In the hot middle this ratio is larger, so more heat is conducted away for a given Joule power, and the temperature stays lower than the estimate.

The result is only as good as the value of $L$. By (\ref{eq:small}) the rise varies as $1/L$ when it is small. With $L$ lower by 10\,\% it becomes 1.89~K, and with $L$ higher by 10\,\% it becomes 1.55~K. Inelastic scattering can shift $L$ in a real metal at room temperature, so a given sample may depart from 1.70~K already in the second digit. This concerns the model bridge of part (d) as well: a coefficient $\alpha=0.004$~K$^{-1}$ is typical of a resistance set mostly by phonons, whose collisions are only approximately elastic at 300~K, so the value of $L$ from part (a) is an assumption there.

\subsection*{(d) Position of the peak and heat through the ends}

With $\phi_m=V/2$, equation (\ref{eq:energy}) becomes $Q=I(V/2-\phi)$. At the two ends,
\begin{equation}
Q(0)=-\frac{IV}{2},\qquad Q(\ell)=+\frac{IV}{2}.
\end{equation}
The negative sign at $x=0$ means flow towards $-x$, which is out of the bridge. Each end therefore carries away half of the Joule power $IV$, even if the bridge is not symmetric. This holds for a vanishing Seebeck coefficient $S$, as in part (a). In a real metal $Q$ also contains the Peltier term $STI$, which changes the heat leaving through the two ends to about $IV/2\mp ST_0I$. For $S=2~\mu$V/K, $ST_0=0.6$~mV is 12\,\% of $V/2=5$~mV. The conducted heat and the temperature profile change far less, since they feel only the Thomson heat, of order $S\,\Delta T\approx3~\mu$V against $V=10$~mV.

To locate the peak, write $\sigma=1/\rho$ in Ohm's law and separate the variables:
\begin{equation}
\frac{dx}{A(x)}=-\frac{d\phi}{I\rho(T)} .
\label{eq:position}
\end{equation}
By (\ref{eq:profile}), $T$ takes the same value at $\phi$ and at $V-\phi$, and so does $\rho(T)$. The right-hand side then integrates to the same amount from $V$ to $V/2$ as from $V/2$ to $0$. The peak position $x_m$ thus satisfies
\begin{equation}
\int_0^{x_m}\frac{dx}{A}=\frac12\int_0^{\ell}\frac{dx}{A}.
\end{equation}

For the uniform bridge, $x_m=\ell/2$. Its resistance at 300~K is
\begin{equation}
R_0=\frac{\rho_0\ell}{A}=\frac{(50\times10^{-9}~\Omega\,\mathrm{m})(10^{-6}~\mathrm{m})}{10^{-14}~\mathrm{m^2}}=5.0~\Omega ,
\end{equation}
which would give a current of 2.000~mA without heating. Integrating (\ref{eq:position}) over the whole bridge gives $I=(A/\ell)\int_0^V d\phi/\rho$, so the correction depends on the temperature rise averaged over $\phi$. For small heating the rise is proportional to $\phi(V-\phi)$. The mean of this function is $V^2/6$ and its maximum is $V^2/4$, so the mean rise is two thirds of the peak, or 1.13~K. The current is lowered by the fraction $0.004\times1.13=0.0045$, to 1.991~mA. The Joule power is $1.991~\mathrm{mA}\times10~\mathrm{mV}=19.91~\mu$W, and half of it, 9.955~$\mu$W, leaves through each end. The pads must absorb this heat without warming, or $T_0$ itself changes. The current density is $2\times10^{7}$~A/cm$^2$, so a small temperature rise does not by itself mean that a real bridge survives the load: electromigration is not part of this model.

For the tapered bridge put $s=x/\ell$ and $A\propto1+s$. The condition for the peak becomes
\begin{equation}
\ln(1+s_m)=\tfrac12\ln2
\quad\Longrightarrow\quad
s_m=\sqrt2-1=0.414 .
\end{equation}
The peak moves towards the narrow end, but its height is unchanged. A numerical solution of the charge and heat equations in $x$, which does not use (\ref{eq:profile}), confirms this. It gives a rise of 1.701~K for both shapes, with the peak of the tapered bridge at $s=0.414$ and at a potential of 5.000~mV. For the tapered bridge at 100~mV it gives 138.56~K, in agreement with (\ref{eq:peak}). These values are in the numerical output below.

\subsection*{(e) Other paths for the heat}

\paragraph{Lattice conduction.} Let the lattice add a conductivity $\kappa_l$ to the electronic part $\kappa_e=L\sigma T$. For a small rise, $\sigma$ and $\kappa=\kappa_e+\kappa_l$ may be taken at $T_0$. The steps of part (b) then give $(\kappa/\sigma)\,dT/d\phi=V/2-\phi$, and integration from $\phi=0$ to $V/2$ gives
\begin{equation}
\Delta T\simeq\frac{\sigma V^2}{8(\kappa_e+\kappa_l)}
=\frac{V^2}{8LT_0}\,\frac{\kappa_e}{\kappa_e+\kappa_l}.
\end{equation}
In the model bridge $\kappa_e=LT_0/\rho_0=146.6$~W/(m\,K). With $\kappa_l=5$~W/(m\,K) the last factor is $146.6/151.6=0.967$, which lowers 1.701~K to 1.645~K. The numerical solution also gives 1.645~K. The resistivity now matters: the poorer the conductor, the larger the share of heat carried by a given $\kappa_l$.

\paragraph{Leaking sides.} Let the sides of the uniform bridge lose the power $G(T-T_0)$ per unit length. For a small rise, treat $\kappa$ and the Joule power per length $p$ as constants. With $\theta=T-T_0$ the heat balance is
\begin{equation}
\kappa A\frac{d^2\theta}{dx^2}+p-G\theta=0,\qquad \theta(0)=\theta(\ell)=0 .
\end{equation}
A particular solution is $\theta=p/G$. Adding the homogeneous solution that is symmetric about the middle and fitting the ends gives
\begin{equation}
\theta=\frac pG\left[1-\frac{\cosh k(x-\ell/2)}{\cosh(k\ell/2)}\right],\qquad k^2=\frac{G}{\kappa A}.
\end{equation}
For $G=0$ the solution is a parabola of height $p\ell^2/(8\kappa A)=pk^2\ell^2/(8G)$. The leak therefore multiplies the peak rise by
\begin{equation}
F=\frac{8}{(k\ell)^2}\left[1-\frac{1}{\cosh(k\ell/2)}\right]\simeq1-\frac{5(k\ell)^2}{48}\qquad(k\ell\ll1).
\end{equation}
For $G=1$~W/(m\,K),
\begin{equation}
(k\ell)^2=\frac{G\ell^2}{\kappa A}=\frac{1\times10^{-12}}{146.6\times10^{-14}}=0.682 ,
\end{equation}
and the full expression gives $F=0.934$. The rise falls to $0.934\times1.701~\mathrm{K}=1.59~\mathrm{K}$, in agreement with the numerical value of 1.588~K. The requirement that the sides be insulated thus means $G\ell^2\ll\kappa A$. For given $G$, $\kappa$ and $A$ it is a limit on length, and a long line on a heat-conducting support stays cooler than (\ref{eq:peak}) says.

The length is also limited from below, since the diffusion picture needs a bridge long compared with the mean free path. If the bridge is not long compared with the distance over which electrons exchange energy, their distribution need not be a Fermi function with a local temperature. For purely elastic diffusion with constant $\sigma$ it is a mixture of the Fermi functions of the two pads, with weights $w=\phi/V$ and $1-w$. The variance of $-df/d\varepsilon$ is then $\frac{\pi^2}{3}(k_BT_0)^2+w(1-w)(eV)^2$. Setting it equal to $\frac{\pi^2}{3}(k_BT)^2$ returns (\ref{eq:profile}), but $T$ now measures only the energy content of the electrons and is not the temperature of a Fermi function or of the lattice.

\section*{Table of computed values}
\begin{verbatim}
End temperature: 300 K
Voltage across bridge: 10 mV
k_B/e: 86.173 uV/K
Lorenz integral by quadrature: 3.289868
Lorenz number L: 2.4430 e-8 V^2/K^2
V^2/(4L): 1023.3 K^2
Peak temperature, formula: 301.701 K
Peak rise, formula: 1.701 K
Peak rise, small-heating formula: 1.706 K
Rise at one quarter of the potential: 1.276 K
Peak rise if L is 10% lower: 1.889 K
Peak rise if L is 10% higher: 1.547 K
--- model bridge, numerical solution ---
Length: 1 um
Cross-section at x = 0: 10000 nm^2
Resistivity at 300 K: 50 nohm m
Temperature coefficient: 0.004 1/K
Resistance at 300 K, uniform: 5.00 ohm
Electronic heat conductivity at 300 K: 146.6 W/(m K)
Current, uniform: 1.9910 mA
Total Joule power, uniform: 19.910 uW
Heat out of right end, uniform: 9.955 uW
Peak rise, uniform: 1.701 K
Peak position x/length, uniform: 0.500
Peak rise, tapered: 1.701 K
Peak position x/length, tapered: 0.414
Potential at peak, tapered: 5.000 mV
Higher test voltage: 100 mV
Peak rise at higher voltage, numerical: 138.56 K
Peak rise at higher voltage, formula: 138.56 K
Peak rise at higher voltage, small-heating: 170.56 K
Added lattice conductivity: 5 W/(m K)
Peak rise with lattice conduction: 1.645 K
Added side leakage per length: 1 W/(m K)
Peak rise with side leakage: 1.588 K
\end{verbatim}
